# Energy shift of an electron bound to a periodically repeated charge

## What goes wrong in a periodic box

Put a proton and an electron in a cubic cell of side 20 bohr, repeat the proton periodically as a plane-wave basis requires, and solve for the lowest level. The result is near $-0.359$ hartree, not $-0.5$ hartree. The box is far wider than the atom, and a better basis does not help. The error comes from the potential of the other protons and of the background that neutralises them, and it falls only as $1/L$. To leading orders it is

$$\Delta E=e^2\left[\frac{M}{L}-\frac{2\pi\langle r^2\rangle}{3L^3}\right],\qquad M=2.837\ldots,$$

where $\langle r^2\rangle$ is the mean square distance of the electron from its nucleus in the isolated atom.

## The model and its zero of energy

Fixed charges $+e$ sit at the sites $\mathbf R$ of a simple cubic lattice of side $L$. A uniform background of density $-e/L^3$ makes each cell neutral. One electron of mass $m$ and charge $-e$ moves in this potential, without relativity and without interacting with images of itself.

Let $e\Phi(\mathbf r)$ be the electrostatic potential, in Gaussian units. Poisson's equation reads

$$\nabla^2\Phi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].$$

The lattice of delta functions equals $L^{-3}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, with $\mathbf G$ equal to $2\pi/L$ times integer vectors. The background cancels the term $\mathbf G=0$. For the others $-G^2\Phi_{\mathbf G}=-4\pi/L^3$, so

$$\Phi(\mathbf r)=\sum_{\mathbf G\ne0}\frac{4\pi}{L^3G^2}\,e^{i\mathbf G\cdot\mathbf r}.$$

Poisson's equation leaves the constant $\Phi_{\mathbf G=0}$ free. It is set to zero here, so the potential has zero cell average. Another choice would move every level by the same amount, so the shift has a meaning only with this convention stated. The electron's potential energy is $-e^2\Phi$.

## The potential near one nucleus

Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, subtracting $1/r$ removes the singularity at the origin. For $r<L$ this leaves

$$\nabla^2\Big(\Phi-\frac1r\Big)=\frac{4\pi}{L^3}.$$

Because $\nabla^2r^2=6$, one solution is $2\pi r^2/(3L^3)$. Any other solution differs from it by a regular harmonic function, a sum of terms $r^lY_{lm}$. Cubic symmetry restricts that sum:

- Inversion removes odd $l$.
- For $l=2$, reflections leave $Ax^2+By^2+Cz^2$, and exchange of axes gives $A=B=C$. The Laplacian is then $6A$, which must vanish, so $A=0$.
- The constant $l=0$ survives. Since $\Phi$ is $1/L$ times a function of $\mathbf r/L$, this constant has the form $-M/L$.
- The next allowed term has $l=4$. By the same scaling it is of order $r^4/L^5$.

Calling the part with $l\ge4$ $h(\mathbf r)$,

$$\Phi=\frac1r-\frac ML+\frac{2\pi r^2}{3L^3}+h(\mathbf r).$$

Multiplication by $-e^2$ gives the nuclear attraction $-e^2/r$ plus the perturbation

$$W=\frac{e^2M}{L}-\lambda r^2-e^2h,\qquad \lambda=\frac{2\pi e^2}{3L^3}.$$

The negative background repels the electron and pushes it away from the nucleus, with a force that grows in proportion to $r$. The energy of repulsion therefore falls away from the centre, which is why the $r^2$ term lowers the energy.

## The constant $M$

The plane-wave series for $\Phi$ converges slowly near a nucleus. Ewald's method adds and subtracts at each site a Gaussian charge $(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$, whose potential is $\mathrm{erf}(\eta r)/r$. A point charge minus its Gaussian has the short-ranged potential $\mathrm{erfc}(\eta r)/r$. The Gaussians with the background give the series above with an extra factor $e^{-G^2/4\eta^2}$.

The short-ranged part has a nonzero cell average, which must be subtracted. Integrating by parts,

$$\frac{4\pi}{L^3}\int_0^\infty r\,\mathrm{erfc}(\eta r)\,dr
=\frac{4\pi}{L^3}\,\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr
=\frac{4\pi}{L^3}\,\frac1{4\eta^2}=\frac{\pi}{\eta^2L^3}.$$

At the origin the site's own term, with $1/r$ removed, is $-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Therefore

$$-\frac ML=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}-\frac{2\eta}{\sqrt\pi}
+\sum_{\mathbf G\ne0}\frac{4\pi}{L^3G^2}e^{-G^2/4\eta^2}-\frac{\pi}{\eta^2L^3}.$$

The same Gaussian was added and subtracted, so $\eta$ affects the speed of convergence but not the value. With $\eta=2/L$ and integer components from $-5$ to $5$ in both sums, $M=2.837297$.

## First order

For an s state the density is spherical, and the angular average of every term in $h$ is zero. The first-order shift is the expectation value of the rest of $W$:

$$\Delta E_1=\frac{e^2M}{L}-\frac{2\pi e^2}{3L^3}\langle r^2\rangle .$$

The expansion of $\Phi$ holds for $r<L$, so the density outside that sphere has been neglected. For a bound state it is exponentially small in $L$.

For the hydrogen 1s state, with $a=\hbar^2/(me^2)$ and density $e^{-2r/a}/(\pi a^3)$,

$$\langle r^2\rangle=\frac4{a^3}\int_0^\infty r^4e^{-2r/a}dr=\frac4{a^3}\,\frac{4!\,a^5}{2^5}=3a^2,
\qquad \Delta E_1=\frac{e^2M}{L}-\frac{2\pi e^2a^2}{L^3}.$$

**A second case: 2s.** The function is proportional to $(1-r/2a)e^{-r/2a}$. In units of $a$,

$$\langle r^2\rangle=\frac{\int r^4(1-r+r^2/4)e^{-r}dr}{\int r^2(1-r+r^2/4)e^{-r}dr}
=\frac{24-120+180}{2-6+6}=42 .$$

Parity forbids $W$ to mix 2s with the degenerate 2p states, so the formula still applies, provided the level lies well below the barrier between cells. The constant is unchanged, but the $r^2$ term is 14 times that of 1s. A box that suits the ground state may be too small for an excited one. At $L=20$ bohr the two terms would put 2s at $+0.006$ hartree, above the potential of about $+0.005$ hartree midway between neighbouring protons. The state is then spread into a wide band and the formula does not describe it.

## The same shift as a plane-wave sum

The Fourier transform of the 1s density, with $\beta=2/a$, is

$$\rho(G)=\frac{4}{a^3G}\int_0^\infty r\,e^{-\beta r}\sin(Gr)\,dr
=\frac4{a^3G}\,\frac{2\beta G}{(\beta^2+G^2)^2}
=\frac1{[1+(Ga/2)^2]^2},$$

where the last step uses $8/a^3=\beta^3$. In the isolated atom $\langle1/r\rangle=1/a$, so

$$\Delta E_1=\frac{e^2}{a}-\sum_{\mathbf G\ne0}\frac{4\pi e^2}{L^3G^2}\,\rho(G).$$

This expression uses neither $M$ nor the expansion in $r$. For $L=10a$, I sum over integer vectors up to length 110 and replace the rest by an integral. The sum gives $\Delta E_1=0.27744658$ hartree. The two-term formula gives $0.27744656$ hartree.

The plane-wave form also shows where the $r^2$ term comes from. For small $G$, $\rho(G)=1-G^2\langle r^2\rangle/6+\dots$. Take two spherical densities of unit charge, labelled 1 and 2. The function $4\pi(\rho_1-\rho_2)/G^2$ is finite at $G=0$, with the value $-2\pi(\langle r^2\rangle_1-\langle r^2\rangle_2)/3$. If all $\mathbf G$ were kept, its lattice sum would reproduce the isolated difference $\langle1/r\rangle_1-\langle1/r\rangle_2$, apart from overlapping tails, because two such densities have the same potential outside themselves. Leaving out $\mathbf G=0$ raises the sum by $2\pi(\langle r^2\rangle_1-\langle r^2\rangle_2)/(3L^3)$. The energy contains $-e^2$ times the sum, which gives the sign found above.

## Second order

A constant does not change the wave function, so the next correction comes from $-\lambda r^2$. It is $-\alpha\lambda^2$, with

$$\alpha=\sum_{n\ne0}\frac{|\langle n|r^2|0\rangle|^2}{E_n-E_0}.$$

For 1s the sum can be done in closed form. Use atomic units for this step and write the response to a perturbation $+r^2$ as $f\psi_0$, where $\psi_0\propto e^{-r}$. The first-order equation $(H_0-E_0)f\psi_0=-(r^2-3)\psi_0$ becomes, with $\psi_0'=-\psi_0$,

$$-\tfrac12f''-\frac{f'}r+f'=3-r^2 .$$

Try $f'=-r^2-2r$. The left side is $(r+1)+(r+2)-r^2-2r=3-r^2$, as required. Hence $f=-r^3/3-r^2$, up to a constant that drops out below.

The moments are $\langle r^n\rangle=(n+2)!/2^{n+1}$, so $\langle r^3\rangle=7.5$, $\langle r^4\rangle=22.5$ and $\langle r^5\rangle=78.75$. Then

$$\langle r^2f\rangle=-26.25-22.5=-48.75,\qquad \langle f\rangle=-2.5-3=-5.5,$$
$$\alpha=-\big[\langle r^2f\rangle-\langle r^2\rangle\langle f\rangle\big]=48.75-16.5=\frac{129}{4}.$$

With units restored, $\alpha=(129/4)\,a^5/e^2$, and the correction is of order $L^{-6}$. The $l=4$ part of $h$ connects an s state only to $l=4$ states. It has no cross term with $r^2$ in second order, and its own contribution is of order $L^{-10}$. For a density with an $l=4$ component, as in a d state but not a p state, it can already act in first order, at $L^{-5}$, and the two-term formula is then less accurate.

## Smearing the charge

The 1s function has a cusp at a point nucleus. Its plane-wave coefficients fall as $G^{-4}$, so the kinetic energy missing beyond a cutoff $G_c$ falls only as $\int_{G_c}^\infty G^2\,G^{-8}\,G^2dG\propto G_c^{-3}$. A Gaussian nuclear charge $(2\pi w^2)^{-3/2}e^{-s^2/2w^2}$ removes the cusp.

Each element of this charge, at displacement $\mathbf s$, contributes $\Phi(\mathbf r-\mathbf s)$. In the average of $|\mathbf r-\mathbf s|^2$ the cross term vanishes, leaving $r^2+\langle s^2\rangle$ with $\langle s^2\rangle=3w^2$. A harmonic function averaged over a spherical charge keeps its value at the centre, so $h$ is unchanged. Thus

$$\Delta E_1=e^2\left[\frac ML-\frac{2\pi(\langle r^2\rangle+3w^2)}{3L^3}\right],$$

where $\langle r^2\rangle$ now belongs to the isolated atom with the smeared nucleus. The proton is the limit $w\to0$.

## Tunnelling between cells

An electron in a lattice can also tunnel to neighbouring nuclei. Its level becomes a band,

$$E(\mathbf k)=E_0+2t\sum_i\cos k_iL+4t_2\sum_{i<j}\cos k_iL\cos k_jL+8t_3\prod_i\cos k_iL+\dots$$

At $\mathbf k=(\pi/2L)(1,1,1)$ every cosine shown is zero, so these three neighbour shells drop out.

For $w=0.4$ bohr and $L=14$ bohr, the level at $\mathbf k=0$ lies $2.38\times10^{-4}$ hartree below the level at this special point. The level at the zone corner lies $2.27\times10^{-4}$ hartree above it. These displacements exceed the second-order term, about $5\times10^{-5}$ hartree, so a calculation at $\mathbf k=0$ would hide that term in this box.

## Diagonalisation in plane waves

In the basis $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ the Hamiltonian has the diagonal elements $\hbar^2|\mathbf k+\mathbf G|^2/2m$ and, for $\mathbf Q=\mathbf G-\mathbf G'\neq0$, the off-diagonal elements

$$-\frac{4\pi e^2}{L^3Q^2}\,e^{-Q^2w^2/2}.$$

I apply it by fast Fourier transforms on grids of 55 to 81 points per side and find the lowest level at the special point by Davidson iteration. The isolated atom is solved separately on a radial grid of sinc functions. For $w=0.4$ bohr it gives $\langle r^2\rangle=4.4998$ bohr² and $\alpha=83.09$ in atomic units. For $w=0.25$ bohr the values are $3.7443$ and $53.92$.

Lengths below are in bohr and energies in hartree. "Rest" is the computed shift minus the two-term formula.

| $w$ | $L$ | shift | two terms | rest | $-\alpha\lambda^2$ |
|---|---|---|---|---|---|
| 0.40 | 14 | 0.198811 | 0.198863 | −5.19e−5 | −4.84e−5 |
| 0.40 | 16 | 0.174762 | 0.174785 | −2.27e−5 | −2.17e−5 |
| 0.40 | 20 | 0.140555 | 0.140561 | −5.82e−6 | −5.70e−6 |
| 0.25 | 14 | 0.199630 | 0.199663 | −3.31e−5 | −3.14e−5 |

The rest has the sign and size of the second-order term. For $w=0.4$ bohr it exceeds that term by 7%, 4% and 2% as $L$ grows. Most of the excess is the third-order term, about $-6010\,\lambda^3$ in atomic units for this atom, which amounts to 5.5%, 3.7% and 1.9% of the second-order term. The fourth-order and $l=4$ terms together add about 1.1%, 0.6% and 0.2%. At $L=14$ bohr, tunnelling to the sites at distance $2L$, which survives at the special point, adds about 0.3%.

## Hydrogen in a 20 bohr cell

For a fixed point proton and $L=20$ bohr (10.58 Å):

- Constant term: $2.837297/20=0.141865$ hartree.
- $r^2$ term: $-2\pi/20^3=-0.000785$ hartree.
- Second-order term: $-\dfrac{129}{4}\left(\dfrac{2\pi}{3\cdot20^3}\right)^2=-2.2\times10^{-6}$ hartree.

The first two add to $0.14108$ hartree, or $3.839$ eV. The level is $-0.5+0.141865-0.000785-0.000002\approx-0.35892$ hartree, with tunnelling and higher orders left out. Almost all of the shift is the constant, which leaves the wave function unchanged. The distortion of the atom first appears in the energy through the tiny second-order term.

## An orbital shift is not a total-energy error

In a Hartree calculation, or a density-functional one with local exchange and correlation, the electron density is repeated too. With the density held fixed, its interaction with its own images adds

$$\frac{e^2}2\left[-\frac ML+\frac{2\pi}{3L^3}\big\langle|\mathbf r-\mathbf r'|^2\big\rangle\right]
=-\frac{e^2M}{2L}+\frac{2\pi e^2\langle r^2\rangle}{3L^3},$$

because two independent positions in a spherical density have $\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle$. The proton and its images add $-e^2M/(2L)$. Together these cancel $\Delta E_1$, both in $1/L$ and in $1/L^3$.

For 1s at $L=10$ bohr, plane-wave sums for the two electronic parts give $0.277447-0.135582-0.141865=0.000000$ hartree to the digits shown. In such a calculation the total energy of this neutral spherical atom therefore has no first-order error of either kind, although the level in the field of the repeated protons alone is displaced by more than a quarter of a hartree.

The orbital energy of this calculation is different again. It contains the potential of the electron's images in full, without the factor $\tfrac12$, which adds $e^2[-M/L+4\pi\langle r^2\rangle/(3L^3)]$ to $\Delta E_1$. The constant cancels, and $+2\pi e^2\langle r^2\rangle/(3L^3)$ is left. The two-term correction therefore belongs to the level of an electron that does not see its own images, measured from the zero-average potential.

Hartree–Fock at $\mathbf k=0$ behaves differently. For one electron, exchange cancels the Hartree term, images included. If $\mathbf G=0$ is simply dropped in both, the orbital energy is shifted by $\Delta E_1$ and the total energy by $e^2M/(2L)-2\pi e^2\langle r^2\rangle/(3L^3)$. The usual Ewald correction to the exchange removes the constant and leaves $-2\pi e^2\langle r^2\rangle/(3L^3)$ in both.
